# Flux-Conserving Finite Volumes for Heterostructures with Aligned and Misaligned Interfaces: a program that tests the result

```python
"""Flux-conserving finite volumes for -(c psi')' + V psi = E psi.

Result under test: c = hbar^2/(2m) jumps at z=0. One shared flux per face gives
a symmetric matrix. Exact integrals of 1/c and V give second-order energies for
every interface offset; point sampling gives first-order errors.
Symbols: theta = node offset from the interface divided by spacing h;
q = c psi'; well is z>0 and barrier is z<0; R = integral of 1/c between nodes.
Energies are in eV, lengths in nm, slopes in eV/nm. The reference uses Airy
functions and does not use the finite-volume matrix.
"""
from collections import namedtuple
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy

Device = namedtuple("Device", "mass_well mass_barrier step slope_well slope_barrier")
State = namedtuple("State", "energy psi0 q0 u2_over_c u2_well")
KINETIC = const.hbar**2 / (2 * const.m_e * const.e) * 1e18


def stiffness(d):
    return KINETIC / d.mass_well, KINETIC / d.mass_barrier


def exact_energy(d, level=0, flux_factor=1.0):
    """Match psi and c_w psi'_w = flux_factor * c_b psi'_b at z=0."""
    cw, cb = stiffness(d)
    lw = (cw / d.slope_well)**(1 / 3)
    lb = (cb / d.slope_barrier)**(1 / 3)

    def mismatch(energy):
        aw, dw = airy(-energy / (d.slope_well * lw))[:2]
        ab, db = airy((d.step - energy) / (d.slope_barrier * lb))[:2]
        return cw * dw * ab / lw + flux_factor * cb * db * aw / lb

    trial = np.linspace(1e-4, d.step + 0.1, 800)
    values = np.array([mismatch(x) for x in trial])
    brackets = np.where(values[:-1] * values[1:] < 0)[0]
    i = brackets[level]
    return brentq(mismatch, trial[i], trial[i + 1], xtol=1e-14)


def exact_state(d):
    energy = exact_energy(d)
    cw, cb = stiffness(d)
    lw = (cw / d.slope_well)**(1 / 3)
    lb = (cb / d.slope_barrier)**(1 / 3)
    xi = -energy / (d.slope_well * lw)
    eta = (d.step - energy) / (d.slope_barrier * lb)
    aw, dw = airy(xi)[:2]
    ab = airy(eta)[0]

    def well_density(z):
        return (airy(xi + z / lw)[0] / aw)**2

    def barrier_density(x):
        return (airy(eta + x / lb)[0] / ab)**2

    def integral(function, end):
        return quad(function, 0, end, epsabs=1e-12, epsrel=1e-11, limit=200)[0]

    norm = integral(well_density, 25) + integral(barrier_density, 20)
    well_u2 = integral(lambda z: (d.slope_well*z-energy)**2*well_density(z), 25)
    barrier_u2 = integral(
        lambda x: (d.step+d.slope_barrier*x-energy)**2*barrier_density(x), 20)
    psi0 = norm**-0.5
    return State(energy, psi0, psi0 * cw * dw / (lw * aw),
                 (well_u2 / cw + barrier_u2 / cb) / norm, well_u2 / norm)


def mesh(h, theta=0.0):
    count = int(round(20 / h))
    return h * (np.arange(-count, count + 1) + theta)


def assemble(z, d, rule="integral"):
    cw, cb = stiffness(d)
    spacing = np.diff(z)
    faces = (z[:-1] + z[1:]) / 2
    width = np.diff(faces)

    def potential_primitive(x):
        return np.where(x < 0, d.step*x-d.slope_barrier*x*x/2,
                        d.slope_well*x*x/2)

    resistance = np.diff(np.where(z < 0, z / cb, z / cw))
    potential = np.diff(potential_primitive(faces))
    if rule == "sampled":
        resistance = spacing / np.where(faces < 0, cb, cw)
        nodes = z[1:-1]
        potential = width * np.where(nodes < 0, d.step-d.slope_barrier*nodes,
                                     d.slope_well*nodes)
    if rule == "mean_inverse_mass":
        mean_c = np.diff(np.where(z < 0, z * cb, z * cw)) / spacing
        resistance = spacing / mean_c
    return resistance, potential, width


def solve(resistance, potential, width, count=1, vectors=False):
    diagonal = (1/resistance[:-1] + 1/resistance[1:] + potential) / width
    off = -1/resistance[1:-1] / np.sqrt(width[:-1] * width[1:])
    return eigh_tridiagonal(diagonal, off, eigvals_only=not vectors,
                            select="i", select_range=(0, count - 1))


def fv_energy(d, h, theta=0.0, rule="integral"):
    return solve(*assemble(mesh(h, theta), d, rule))[0]


def quadratic_coefficient(d, s, theta):
    cw, cb = stiffness(d)
    ub, uw = d.step - s.energy, -s.energy
    base = (s.q0*s.psi0*(ub/cb-uw/cw)/6
            + (d.slope_well+d.slope_barrier)*s.psi0**2/24 - s.u2_over_c/12)
    t, sign = theta, 1
    if theta > 0.5:
        t, sign = 1 - theta, -1
        ub, uw, cb, cw = uw, ub, cw, cb
    change = sign*s.q0*s.psi0*(-ub*t*(1-t)/cb + ub*t*(1-2*t)/cw + uw*t*t/cw)
    return base + change


def sampled_coefficient(d, s, theta):
    cw, cb = stiffness(d)
    mass_shift = theta if theta < 0.5 else theta - 1
    return (d.step*s.psi0**2*(theta-0.5)
            - s.q0**2*(1/cb-1/cw)*mass_shift)


def expanded_form(d, h):
    """Central differences applied to -c psi'' - c' psi'."""
    cw, cb = stiffness(d)
    z = mesh(h)
    c = np.where(z < 0, cb, cw)
    v = np.where(z < 0, d.step-d.slope_barrier*z, d.slope_well*z)
    middle = len(z) // 2
    c[middle], v[middle] = (cb + cw)/2, d.step/2
    gradient = (c[2:] - c[:-2]) / (2*h)
    upper = -c[1:-1]/h**2 - gradient/(2*h)
    lower = -c[1:-1]/h**2 + gradient/(2*h)
    product = upper[:-1] * lower[1:]
    assert np.all(product > 0)
    energy = eigh_tridiagonal(2*c[1:-1]/h**2+v[1:-1], -np.sqrt(product),
                              eigvals_only=True, select="i", select_range=(0, 0))[0]
    asymmetry = np.max(np.abs(upper[:-1]-lower[1:])) / np.max(np.abs(upper))
    return energy, asymmetry


device = Device(0.20, 0.23, 0.45, 0.09, 0.04)
stress = device._replace(mass_barrier=0.60)
state, stress_state = exact_state(device), exact_state(stress)

# Apply physical face balances to unit vectors on an irregular mesh.
rng = np.random.default_rng(4)
irregular = -8 + np.concatenate(([0.0], np.cumsum(rng.uniform(0.1, 0.5, 65))))
r_irr, v_irr, w_irr = assemble(irregular, stress)


def balance(interior_values):
    psi = np.concatenate(([0.0], interior_values, [0.0]))
    flux = np.diff(psi) / r_irr
    return (-np.diff(flux) + v_irr*interior_values) / w_irr


operator = np.column_stack([balance(x) for x in np.eye(len(w_irr))])
weighted = w_irr[:, None] * operator
symmetry_error = np.max(abs(weighted-weighted.T)) / np.max(abs(weighted))
raw_asymmetry = np.max(abs(operator-operator.T)) / np.max(abs(operator))
assert symmetry_error < 1e-13 and raw_asymmetry > 0.01
dense_values = np.linalg.eigvals(operator)
assert np.max(abs(dense_values.imag)) < 1e-8
assert abs(min(dense_values.real)-solve(r_irr, v_irr, w_irr)[0]) < 1e-9
test_vector = rng.normal(size=len(w_irr))
full_vector = np.concatenate(([0.0], test_vector, [0.0]))
energy_form = np.sum(np.diff(full_vector)**2/r_irr) + np.sum(v_irr*test_vector**2)
assert np.isclose(test_vector @ weighted @ test_vector, energy_form, rtol=1e-12)

# Extrapolate scaled errors to zero spacing and test the asymptotic laws.
for d, s in ((device, state), (stress, stress_state)):
    scale = abs(quadratic_coefficient(d, s, 0)) + s.q0*s.psi0
    for theta in (0.0, 0.25, 0.4, 0.5, 0.75):
        scaled = [(fv_energy(d, h, theta)-s.energy)/h**2 for h in (0.04, 0.02)]
        measured = 2*scaled[1] - scaled[0]
        assert abs(measured-quadratic_coefficient(d, s, theta)) < 0.02*scale
    for theta in (0.0, 0.25, 0.4, 0.75):
        scaled = [(fv_energy(d, h, theta, "sampled")-s.energy)/h
                  for h in (0.02, 0.01)]
        measured = 2*scaled[1] - scaled[0]
        assert abs(measured-sampled_coefficient(d, s, theta)) < 0.002*d.step*s.psi0**2

# Averaging inverse mass changes the resistance of the interface interval.
cw, cb = stiffness(stress)
theta = 0.4
extra_resistance = 1/((1-theta)*cb+theta*cw) - ((1-theta)/cb+theta/cw)
mean_law = -stress_state.q0**2 * extra_resistance
scaled = [(fv_energy(stress, h, theta, "mean_inverse_mass")-stress_state.energy)/h
          for h in (0.02, 0.01)]
mean_measured = 2*scaled[1] - scaled[0]
assert abs(mean_measured-mean_law) < 0.03*abs(mean_law)

# The expanded derivative has a predictable, wrong interface condition.
jump, average = cw-cb, (cw+cb)/2
slope_ratio = ((cb-jump/8)/(cb+jump/8) * (average-jump/4)/(average+jump/4)
               * (cw-jump/8)/(cw+jump/8))
wrong_prediction = exact_energy(stress, flux_factor=slope_ratio*cw/cb)
expanded_coarse, _ = expanded_form(stress, 0.01)
expanded_fine, expanded_asymmetry = expanded_form(stress, 0.005)
wrong_limit = 2*expanded_fine - expanded_coarse
wrong_gap = wrong_prediction - stress_state.energy
assert abs(wrong_gap) > 1e-5 and expanded_asymmetry > 0.01
assert abs(wrong_limit-wrong_prediction) < 0.05*abs(wrong_gap)

# Orders and extrapolation for the device example.
orders = []
for theta, rule, expected in ((0, "integral", 2), (0.4, "integral", 2),
                              (0.4, "sampled", 1)):
    errors = [abs(fv_energy(device, h, theta, rule)-state.energy)
              for h in (0.02, 0.01)]
    orders.append(np.log2(errors[0]/errors[1]))
    assert abs(orders[-1]-expected) < 0.1
coarse = fv_energy(device, 0.2)
aligned_extrap = (4*fv_energy(device, 0.1)-coarse)/3 - state.energy
mixed_extrap = (4*fv_energy(device, 0.1, 0.4)-coarse)/3 - state.energy
assert abs(mixed_extrap) > 5*abs(aligned_extrap)

# Size effects absent from the fixed-field one-electron model.
density, permittivity = 0.1, 10.0
interface_field = const.e/const.epsilon_0*1e9*density/permittivity


def hartree(h):
    """One occupied subband; barrier slope is held fixed."""
    z = mesh(h)
    r, base, w = assemble(z, device._replace(slope_well=0.0))
    nodes = z[1:-1]
    added = np.where(nodes > 0, device.slope_well*nodes, 0.0)
    for _ in range(100):
        energies, vectors = solve(r, base+added*w, w, 2, True)
        probability = vectors[:, 0]**2
        tail = np.cumsum(probability[::-1])[::-1] - probability/2
        increments = h*interface_field*(tail[:-1]+tail[1:])/2
        increments[nodes[:-1] < -h/2] = 0
        updated = np.concatenate(([0.0], np.cumsum(increments)))
        change = np.max(abs(updated-added))
        added = (added+updated)/2
        if change < 1e-9:
            break
    assert change < 1e-8
    return energies, probability, nodes


hartree_levels, _, _ = hartree(0.05)
hartree_coarse, probability, nodes = hartree(0.1)
assert np.max(abs(hartree_levels-hartree_coarse)) < 0.001
fermi_wavevector = np.sqrt(2*np.pi*density)
points, weights = np.polynomial.legendre.leggauss(12)
distance = abs(nodes[:, None]-nodes[None, :])
form_integral = 0.0
for x, weight in zip(points, weights):
    wavevector = fermi_wavevector*(x+1)/2
    form_integral += weight*fermi_wavevector/2*(
        probability @ np.exp(-wavevector*distance) @ probability)
coulomb = const.e/(4*np.pi*const.epsilon_0*permittivity)*1e9
exchange = -coulomb*form_integral
gap_rough, breakdown_rough = 3.4, 3.0
nonparabolic = -(1-device.mass_well)**2/gap_rough*state.u2_well
mass_shift = exact_energy(device._replace(mass_well=1.1*device.mass_well))-state.energy
cw, cb = stiffness(device)
dos = 1/(2*np.pi*cw)
wkb = 2*quad(lambda x: np.sqrt((device.step-state.energy
                                + device.slope_barrier*x)/cb), 0, 20)[0]

print(f"Masses well, barrier: {device.mass_well:.2f}, {device.mass_barrier:.2f} m_e")
print(f"Conduction-band step: {device.step:.3f} eV")
print(f"Model fields well, barrier: {10*device.slope_well:.2f}, "
      f"{10*device.slope_barrier:.2f} MV/cm")
print(f"c well, barrier: {cw:.5f}, {cb:.5f} eV nm^2")
print(f"Exact model E0, E1: {state.energy:.7f}, {exact_energy(device, 1):.7f} eV")
print(f"Interface psi0^2: {state.psi0**2:.6f} nm^-1")
print(f"Interface q0*psi0: {state.q0*state.psi0:.6f} eV")
print(f"Weighted symmetry error (relative): {symmetry_error:.2e}")
print(f"Unweighted matrix asymmetry (relative): {raw_asymmetry:.3f}")
print("Energy errors in meV: h(nm), aligned, offset 0.4, sampled offset 0.4")
for h in (0.4, 0.2, 0.1, 0.05):
    errors = [1000*(fv_energy(device, h, t, rule)-state.energy)
              for t, rule in ((0, "integral"), (0.4, "integral"), (0.4, "sampled"))]
    print(f"  {h:.2f}  {errors[0]: .6f}  {errors[1]: .6f}  {errors[2]: .6f}")
print("Observed orders (same columns): " + ", ".join(f"{x:.3f}" for x in orders))
print("Integral rule: offset, predicted C (meV/nm^2), error at h=0.1 nm (meV)")
for theta in (0.0, 0.25, 0.4, 0.5, 0.75):
    print(f"  {theta:.2f}  {1000*quadratic_coefficient(device, state, theta): .4f}"
          f"  {1000*(fv_energy(device, 0.1, theta)-state.energy): .6f}")
print("Sampled rule: offset, predicted first-order coefficient (meV/nm)")
for theta in (0.0, 0.25, 0.4, 0.75):
    print(f"  {theta:.2f}  {1000*sampled_coefficient(device, state, theta): .4f}")
print(f"Extrapolation error, both aligned: {1e6*aligned_extrap:.3f} micro-eV")
print(f"Extrapolation error, offsets 0 then 0.4: {1e6*mixed_extrap:.3f} micro-eV")
print(f"Stress barrier mass: {stress.mass_barrier:.2f} m_e")
print(f"Stress exact E0: {stress_state.energy:.7f} eV")
print(f"Stress mean-1/m coefficient, law and measured: "
      f"{1000*mean_law:.4f}, {1000*mean_measured:.4f} meV/nm")
print(f"Expanded-form wrong limit, predicted and measured: "
      f"{wrong_prediction:.7f}, {wrong_limit:.7f} eV")
print(f"Expanded-form limiting error: {1000*wrong_gap:.4f} meV")
print(f"Sheet density: {density*1e14:.2e} cm^-2; relative permittivity: {permittivity:.1f}")
print(f"Full-density field: {10*interface_field:.3f} MV/cm; "
      f"rough GaN breakdown: {breakdown_rough:.1f} MV/cm")
print(f"Hartree E0, E1: {hartree_levels[0]:.4f}, {hartree_levels[1]:.4f} eV")
print(f"Hartree minus fixed-field E0: {1000*(hartree_levels[0]-state.energy):.2f} meV")
print(f"Unscreened exchange at subband bottom: {1000*exchange:.2f} meV")
print(f"Nonparabolic shift (rough gap {gap_rough:.1f} eV): {1000*nonparabolic:.2f} meV")
print(f"E0 change for 10% larger well mass: {1000*mass_shift:.2f} meV")
for temperature in (300, 425):
    thermal = const.k*temperature/const.e
    fermi = thermal*np.log(np.expm1(density/(dos*thermal)))
    second = dos*thermal*np.log1p(np.exp(
        (fermi-hartree_levels[1]+hartree_levels[0])/thermal))/density
    print(f"At {temperature} K: kT {1000*thermal:.2f} meV, EF-E0 "
          f"{1000*fermi:.2f} meV, second-subband estimate {100*second:.2f}%")
print(f"WKB factor through 20 nm barrier: {np.exp(-wkb):.2e} (dimensionless)")
print("all assertions hold")
```

Output:

```
Masses well, barrier: 0.20, 0.23 m_e
Conduction-band step: 0.450 eV
Model fields well, barrier: 0.90, 0.40 MV/cm
c well, barrier: 0.19050, 0.16565 eV nm^2
Exact model E0, E1: 0.2051207, 0.4000799 eV
Interface psi0^2: 0.192933 nm^-1
Interface q0*psi0: 0.040071 eV
Weighted symmetry error (relative): 4.79e-17
Unweighted matrix asymmetry (relative): 0.210
Energy errors in meV: h(nm), aligned, offset 0.4, sampled offset 0.4
  0.40   1.629582  -0.882400  -6.931927
  0.20   0.414383  -0.241767  -2.866468
  0.10   0.104053  -0.063125  -1.281976
  0.05   0.026042  -0.016115  -0.603088
Observed orders (same columns): 2.000, 1.994, 1.019
Integral rule: offset, predicted C (meV/nm^2), error at h=0.1 nm (meV)
  0.00   10.4207   0.104053
  0.25   3.0561   0.034116
  0.40  -6.5785  -0.063125
  0.50  -15.1747  -0.151701
  0.75   4.8309   0.044106
Sampled rule: offset, predicted first-order coefficient (meV/nm)
  0.00  -43.4098
  0.25  -23.3432
  0.40  -11.3032
  0.75   23.3432
Extrapolation error, both aligned: 0.610 micro-eV
Extrapolation error, offsets 0 then 0.4: -222.294 micro-eV
Stress barrier mass: 0.60 m_e
Stress exact E0: 0.1853103 eV
Stress mean-1/m coefficient, law and measured: 14.7198, 14.7197 meV/nm
Expanded-form wrong limit, predicted and measured: 0.1817469, 0.1817533 eV
Expanded-form limiting error: -3.5634 meV
Sheet density: 1.00e+13 cm^-2; relative permittivity: 10.0
Full-density field: 1.810 MV/cm; rough GaN breakdown: 3.0 MV/cm
Hartree E0, E1: 0.2353, 0.2880 eV
Hartree minus fixed-field E0: 30.18 meV
Unscreened exchange at subband bottom: -75.14 meV
Nonparabolic shift (rough gap 3.4 eV): -2.21 meV
E0 change for 10% larger well mass: -3.49 meV
At 300 K: kT 25.85 meV, EF-E0 119.44 meV, second-subband estimate 57.30%
At 425 K: kT 36.62 meV, EF-E0 118.27 meV, second-subband estimate 59.48%
WKB factor through 20 nm barrier: 2.09e-34 (dimensionless)
all assertions hold
```
